# Choosing the tolerance in symmetry detection for a polar hafnia cell

A hafnia cell has been relaxed until its forces are small. Before phonons, k-point reduction or a polarization calculation, an electronic-structure program is asked for its space group. With a tight tolerance it may find no symmetry but the identity; with a loose one it may report a nonpolar crystal and remove the very distortion that makes the material ferroelectric. The setting therefore needs a physical scale. That scale lies between the errors left by relaxation and the smallest distortion that must survive.

A finite tolerance raises a second difficulty: the operations that pass it need not form a group. A count of accepted operations is therefore not yet a symmetry.

## What is being compared

Let the columns of \(A\) be the lattice vectors and \(G=A^TA\) the metric. Atom \(i\) has fractional position \(x_i\). A space-group operation acts as \(x\mapsto Wx+w\), where \(W\) is an integer matrix with determinant \(\pm1\), so that it maps the lattice onto itself. Operations are counted modulo translations of the chosen cell.

An exact rotation or reflection of the lattice preserves all lengths and angles:

\[
(Wx)^TG(Wx)=x^TGx\quad\text{for all }x
\quad\Longleftrightarrow\quad W^TGW=G .
\]

For an imperfect cell, transform \(W\) to Cartesian form, \(M=AWA^{-1}\). Its singular values \(\sigma\) are the stretch factors, all equal to 1 for an isometry. A suitable error is the logarithmic strain

\[
s(W)=\max_\sigma|\ln\sigma(AWA^{-1})| ,
\]

and a lattice map is accepted if \(s(W)\le\eta\).

The search for such maps is finite. Column \(j\) of \(W\) holds the integer coordinates \(n\) of the image \(v=An\) of lattice vector \(a_j\). Acceptance requires \(e^{-\eta}|a_j|\le |v|\le e^\eta|a_j|\). If \(b_i\) is row \(i\) of \(A^{-1}\), then \(n_i=b_i\cdot v\), and the Cauchy–Schwarz inequality gives \(|n_i|\le |b_i||v|\). All columns within these limits are combined, and each combination is tested for its determinant and strain.

## When accepted lattice maps form a group

The largest stretch of a product is at most the product of the largest stretches; the smallest is at least the product of the smallest. Taking logarithms,

\[
s(WV)\le s(W)+s(V),\qquad s(W^{-1})=s(W).
\]

The second relation holds because inversion replaces each \(\sigma\) by \(1/\sigma\). Two accepted maps thus have a product with strain at most \(2\eta\), which may exceed \(\eta\). If no lattice map has a strain in \((\eta,2\eta]\), however, the product must lie at or below \(\eta\). The set then contains the identity, all products and all inverses: it is a group. This gap rule is sufficient, not necessary.

For a closed set \(H\) of lattice maps, small strains are removed by averaging the metric:

\[
\bar G=\frac1{|H|}\sum_{W\in H}W^TGW .
\]

For any \(V\in H\), \(V^T\bar GV\) is the average of \((WV)^TG(WV)\). As \(W\) runs through the group, so does \(WV\), hence \(V^T\bar GV=\bar G\). Every member of \(H\) is now an exact isometry. Atomic distances below use \(|t|^2=t^T\bar Gt\).

## The atomic residual

An operation must also carry each atom onto one of the same species. Let the permutation \(\pi\) name the target of each atom, and write \(g=(W,\pi)\). With nearest periodic images understood, define

\[
r(g)=\min_w\left[\frac1N\sum_{i=1}^N
|x_{\pi(i)}-Wx_i-w|^2\right]^{1/2}.
\]

For fixed images, put \(\Delta_i=x_{\pi(i)}-Wx_i\). Setting the derivative of \(\sum_i|\Delta_i-w|^2\) with respect to \(w\) to zero gives \(\sum_i(\Delta_i-w)=0\), so the best translation is the mean of the \(\Delta_i\).

This tolerance, \(r\le\varepsilon\), is a root-mean-square distance. A program may instead limit the largest distance. At the same translation the two are related by

\[
r\le\max_i|\Delta_i-w|\le\sqrt N\,r ,
\]

so for 12 atoms their ratio cannot exceed 3.5. The definition should be known before a number is carried from one program to another.

Now let \(h=(V,\rho)\), with best translation \(v\), act before \(g\). The mismatch of the product splits as

\[
\begin{aligned}
&W(Vx_i+v)+w-x_{\pi(\rho(i))}\\
&\quad=W\big(Vx_i+v-x_{\rho(i)}\big)
+\big(Wx_{\rho(i)}+w-x_{\pi(\rho(i))}\big).
\end{aligned}
\]

The isometry \(W\) does not change the length of the first bracket. In the second, \(\rho\) merely reorders the terms of the sum over atoms. The triangle inequality for root-mean-square values gives \(r(g)+r(h)\) as a bound on this mismatch, and choosing the best translation and nearest images can only lower it:

\[
r(gh)\le r(g)+r(h).
\]

Inverting an isometry leaves its mismatches equally long, so \(r(g^{-1})=r(g)\). The gap rule therefore holds for atoms too: an empty interval \((\varepsilon,2\varepsilon]\) guarantees a group.

## Finding the atom matches

The procedure for each accepted \(W\) is:

1. Choose one atom of the rarest species, here Hf, and set \(w\) so that it lands on one of the Hf atoms.
2. Assign all transformed atoms to atoms of the same species, minimizing the sum of squared distances.
3. Replace \(w\) by the mean difference and repeat the assignment until \(w\) is steady.
4. Record \(r\), then repeat with every other Hf atom as the first target.

The range in which this misses nothing can be derived. Suppose an operation has \(r\le\varepsilon\), with mismatches \(e_i\) at its best translation, so that \(\sum_i|e_i|^2\le N\varepsilon^2\). Making the first atom match perfectly changes the other mismatches to \(e_i-e_0\), and

\[
|e_i-e_0|\le |e_i|+|e_0|
\le\sqrt2\sqrt{|e_i|^2+|e_0|^2}
\le\sqrt{2N}\,\varepsilon .
\]

If this is less than half the smallest distance \(d\) between like atoms, the intended target is the unique nearest one for every atom. The search is complete for

\[
\varepsilon<\varepsilon_c=\frac{d}{2\sqrt{2N}} .
\]

To certify an atomic gap from the search results, \(2\varepsilon\) must also lie below \(\varepsilon_c\). Beyond this range the result is exploratory.

## A polar hafnia example

The model cell has \(a=5.25\), \(b=5.00\) and \(c=5.05\) Å, rough values for polar orthorhombic hafnia. Its rounded sites are Hf \((0.03,0.27,0.25)\), O1 \((0.36,0.07,0.11)\) and O2 \((0.23,0.54,0)\). Each site generates four atoms through

\[
(x,y,z),\ (-x,-y,z+\tfrac12),\
(x+\tfrac12,-y,z),\ (\tfrac12-x,y,z+\tfrac12).
\]

The 12 atoms are joined by springs of 5 eV/Å\(^2\) between pairs closer than 3.9 Å, all at rest in this structure. Relaxation starts from random displacements of 0.05 Å standard deviation per component. A symmetric strain with components up to \(3\times10^{-4}\), added to the cell at fixed fractional positions, represents an unfinished cell relaxation. The springs supply a known minimum for testing detection; they say nothing about whether this phase of hafnia is stable.

The lattice scan shows why closure matters. Apart from the small added strain, exchanging two axes costs the logarithm of their length ratio:

\[
\ln\frac{5.05}{5.00}=1.00\%,\quad
\ln\frac{5.25}{5.05}=3.88\%,\quad
\ln\frac{5.25}{5.00}=4.88\% .
\]

At \(\eta=0.2\%\) there are 8 maps, the orthorhombic lattice group. At 2% the exchange of \(b\) and \(c\) enters and gives 16. At 4.3% the exchange of \(a\) and \(c\) has also entered, giving 24, but the product of the two exchanges is a cyclic permutation costing 4.88%, which is rejected. The 24 maps are not a group, although 24 divides 48, the order of the cubic lattice group reached at 6%. Divisibility does not replace a product check.

For the atoms, \(d=2.509\) Å, so

\[
\varepsilon_c=\frac{2.509}{2\sqrt{24}}=0.256\ \text{Å}.
\]

In the cell relaxed to 0.01 eV/Å, the search with the 8 orthorhombic maps finds four operations below this limit. As an independent test, each map was also started from a \(12\times12\times12\) grid of translations, with nearest like atoms and no one-to-one assignment. It reproduced the four residuals within \(10^{-8}\) Å and found nothing below \(\varepsilon_c\) for the other four maps.

To name the operations, use the intrinsic translation \((w+Ww)/2\), valid for \(W^2=1\). Moving the origin adds a term \((1-W)t\) to \(w\), which drops out because \((1+W)(1-W)=1-W^2=0\). The results are:

| Diagonal of \(W\) | Intrinsic translation | Operation | \(r\) (Å) |
|---|---|---|---|
| \((1,1,1)\) | \((0,0,0)\) | identity | 0 |
| \((-1,1,1)\) | \((0,0,\tfrac12)\) | \(c\) glide normal to \(a\) | 0.00019 |
| \((-1,-1,1)\) | \((0,0,\tfrac12)\) | \(2_1\) screw along \(c\) | 0.00025 |
| \((1,-1,1)\) | \((\tfrac12,0,0)\) | \(a\) glide normal to \(b\) | 0.00029 |

These are the operations of \(Pca2_1\). The average of the four \(W\) matrices projects onto the vectors left unchanged by all of them. Its trace is 1: one polar direction, along \(c\).

## The lower limit: relaxation error

Let \(u\) be the displacement from the ideal minimum, without uniform translation. Near the minimum, with the cell held at its ideal shape, \(F=-Ku\), where \(K\) is the force-constant matrix. If \(\lambda_{\min}\) is its smallest eigenvalue apart from the three translations, then \(\|F\|\ge\lambda_{\min}\|u\|\).

Under a true operation of the ideal cell, the ideal positions cancel from the mismatch. What remains is the difference between \(u\) and its transformed copy. Each has norm \(\|u\|\), hence

\[
r\le\frac{2\|u\|}{\sqrt N}
\le\frac{2\|F\|}{\lambda_{\min}\sqrt N}
\le\frac{2f}{\lambda_{\min}} .
\]

The last step applies when no atom has a force greater than \(f\), because then \(\|F\|\le\sqrt Nf\). For \(f=0.01\) eV/Å and the model's \(\lambda_{\min}=18.07\) eV/Å\(^2\), it gives 0.0011 Å. The middle bound, using the actual force norm, gives 0.00073 Å; the largest residual found is 0.00029 Å. A softer crystal needs a tighter force limit for the same tolerance: at \(\lambda_{\min}=1\) eV/Å\(^2\), the last bound would be 0.02 Å.

The bound covers forces only. In a sheared cell the atoms can settle off their symmetric sites even at zero force, because the strain changes the forces between them. In a stiff crystal the strain times a bond length gives the order of magnitude, here \(3\times10^{-4}\times2\ \text{Å}=0.0006\) Å. This is an estimate, not a bound: soft internal modes can make the shift much larger. The model leaves this out, because its atoms are relaxed in the unstrained cell.

A tolerance placed inside this noise is worse than one clearly below it. At 0.000269 Å the accepted set is the identity, the \(c\) glide and the screw. The product of the latter two is the \(a\) glide, whose residual is 0.00029 Å, so the three operations are not a group. At \(10^{-5}\) Å only the identity remains. From 0.03 to 0.6 Å, every tolerance sampled gives the same four operations. At 0.1 Å the gap rule certifies the group, since \(2\varepsilon=0.2\) Å is below \(\varepsilon_c\); at 0.2 and 0.6 Å closure was checked by multiplication.

## The upper limit: the polar distortion

Suppose a parent structure with positions \(p_i\) has an extra operation, \(Wp_i+w=p_{\pi(i)}\). Add a distortion, \(x_i=p_i+q_i\), that is odd under it: \(Wq_i=-q_{\pi(i)}\). Then

\[
Wx_i+w-x_{\pi(i)}=Wq_i-q_{\pi(i)}=-2q_{\pi(i)} .
\]

The best translation removes the mean \(\bar q\), so for this atom matching

\[
r=2\left[\frac1N\sum_i|q_i-\bar q|^2\right]^{1/2}\equiv r_Q .
\]

The factor 2 arises because the operation compares a displacement with its reverse. If the distortion is multiplied by \(\alpha\), this residual becomes \(\alpha r_Q\).

A nonpolar parent of the example, \(Pcam\) (a setting of \(Pbcm\)), is obtained by moving O1 to \(z=0.25\) and O2 to \(x=0.25\). It has eight operations, including inversion. Going from parent to polar cell, the four O1 atoms move by \(-0.14c=-0.707\) Å along \(c\). The four O2 atoms move by 0.105 Å along \(a\), with alternating signs and zero mean. The polar axis displacement and this nonpolar-looking oxygen pattern thus enter one residual together. One third of the atoms move along \(c\), so removing the mean leaves the factor \(\frac13\left(1-\frac13\right)=\frac29\):

\[
r_Q=2\sqrt{\tfrac29(0.707)^2+\tfrac13(0.105)^2}
\approx0.678\ \text{Å}.
\]

At path fractions 0.05, 0.1, 0.2 and 0.5, the inversion residual found by the search agrees with \(\alpha r_Q\) within \(10^{-8}\) Å. At full amplitude the search finds 0.658 Å instead. For the parent's own matching 0.678 Å is already the minimum over \(w\), so the lower value must come from another choice of atom targets or periodic images. It is the matching of an inversion of the cubic fluorite structure described in the last section. The linear law belongs to one matching and need not describe the best one at large amplitude.

At still looser tolerances the count loses its meaning. With the 48 cubic lattice maps, 192 operations pass at 1.0 Å. This equals the number of operations of cubic fluorite in a 12-atom cell, but the set is not closed. The search starts from \(48\times4=192\) choices of map and Hf target, so it cannot report more. The tolerance is in fact loose enough to accept cubic fluorite: with atoms matched to their fluorite sites, all 192 fluorite operations, which form a group, have residuals below 0.86 Å. The reported set is open because some starts settle on another atom assignment, and more than 400 pairs \((W,\pi)\) pass at 1.0 Å. At 0.03 and 0.2 Å the same 48 maps still leave the correct four operations: here the atomic test repairs a generous lattice tolerance.

## How much polarization a tolerance can hide

Give Hf charge \(+4e\) and O charge \(-2e\), and follow the straight path from the parent. This path fixes which branch of the periodic polarization is meant. The O2 shifts have no component along \(c\), and a uniform shift contributes nothing in a neutral cell. With \(V=132.6\) Å\(^3\),

\[
P=\frac{4(-2e)(-0.707\ \text{Å})}{132.6\ \text{Å}^3}
\approx68\ \mu\text{C/cm}^2 .
\]

On this path \(P\) is linear in \(\alpha\), and so is the inversion residual at the small amplitudes considered here. Inversion passes when \(\alpha r_Q\le\varepsilon\), so the largest polarization hidden on this path is

\[
P_{\rm hidden}=P\,\frac{\varepsilon}{r_Q}.
\]

It is about 1, 3 and 10 μC/cm\(^2\) at tolerances of 0.01, 0.03 and 0.1 Å. Another polar pattern has its own ratio \(P/r_Q\) and may hide more. For each tolerance, cells with amplitudes 2% below and above the threshold were tested: the former gave eight operations and the latter four. A cell with 10% of the full distortion, with relaxation noise added, also gave four at 0.03 Å and eight at 0.1 Å. Both eight-operation and four-operation answers can thus be clean groups. Closure guarantees consistency, not that the physically relevant distortion has been kept.

## Setting the tolerance

Let \(\delta=2\|u\|/\sqrt N\) bound the relaxation error, and let \(r_1\) be the smallest residual, in the ideal structure, of an operation that must be rejected. By the triangle inequality, noise changes that residual by at most \(\delta\). A safe atomic tolerance satisfies

\[
\delta\le\varepsilon,\qquad 2\varepsilon<r_1-\delta,\qquad
2\varepsilon<\varepsilon_c .
\]

The first condition keeps the true operations, the second leaves a gap, and the third lets the search certify it. If the first two conflict, the remedy is a tighter relaxation, not a compromise tolerance.

In practice, estimate \(\delta\) from the force limit and the softest relevant curvature, add an allowance for residual cell strain, then scan \(\varepsilon\) by factors of about three. Accept a plateau only after checking closure. For structures along a switching path, obtain \(r_1\) from the smallest polar amplitude to be resolved. In this model a fully polar cell tolerates 0.1 Å, whereas a 10% polar cell has \(r_1=0.068\) Å, and a certified gap then needs \(\varepsilon\) below about 0.034 Å, less half the noise. Set \(\eta\) separately, above twice the largest principal strain left in the cell and in a gap of the lattice strains. Compare the structure before and after any automatic symmetrization: a lost polar displacement is then visible directly.

## Where the model meets real hafnia

The lattice lengths and displacements are in the range of polar hafnia, but the value of 68 μC/cm\(^2\) belongs to the chosen path. A cubic fluorite parent has O1 at \(z=0\) instead of 0.25. From there O1 moves by \(+0.11c=0.556\) Å, while Hf and O2 keep their heights, and the same charges give \(-54\) μC/cm\(^2\). The two values differ by \(2ec/V\approx122\) μC/cm\(^2\), which is two polarization quanta, so they describe the same crystal on different branches. First-principles magnitudes of roughly 50 μC/cm\(^2\) refer to the fluorite-like path and should be compared with 54, not 68. Formal charges remain an approximation, since they omit the electronic response.

Films can show a remanent polarization of about 10–30 μC/cm\(^2\). Many are polycrystalline, unlike the single crystal assumed here. If grains have random polar axes and each chooses the sense nearer the field, the mean projection is \(\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\frac12\), which halves the magnitudes 68 and 54 to 34 and 27 μC/cm\(^2\). Nonpolar phases and unswitched regions would lower them further.

Temperature matters more for detection. The spring model's zone-center modes, including zero-point motion, give an RMS displacement of 0.062 Å at 300 K; sampling the whole Brillouin zone raises it to 0.066 Å. The springs are stiff, with the lowest zone-center mode at 226 cm\(^{-1}\), well above the lowest modes of real hafnia, so the real atoms move more. One thermal snapshot retained only the identity at 0.03 Å; its next residual was 0.079 Å. In a static cell on the path above, a tolerance of that size would hide up to \(68\times0.079/0.678\approx8\) μC/cm\(^2\). Symmetry at temperature should be sought in time-averaged positions, provided the crystal has not switched or drifted during the average.

A field of 3 MV/cm along \(a\), transverse to the polar axis, shifts the model's ions by 0.003 Å RMS. Two operations survive at a tolerance of \(10^{-6}\) Å. By the bound \(r\le2\|u\|/\sqrt N\), the broken operations have residuals of no more than about 0.0061 Å, so in this model a tolerance of 0.03 Å would still accept all four. The model's ionic susceptibility along \(a\) is only 4.7, against roughly 20 for real hafnia, so the real shifts and residuals are larger and this margin does not carry over. For field-response calculations the symmetry of the applied field must therefore be imposed separately, or the tolerance set below the response itself. The numerical output lists the full scans.

## Computed values

```
Lattice lengths a, b, c (A): 5.25 5.0 5.05
Spring stiffness (eV/A^2): 5.0; pair cutoff (A): 3.9
Softest, hardest curvature (eV/A^2): 18.069, 64.40
Largest residual cell-strain component: 3.0e-04
Strain tol 0.010%: 2 maps, group, gap True
Strain tol 0.055%: 4 maps, group, gap False
Strain tol 0.200%: 8 maps, group, gap True
Strain tol 2.000%: 16 maps, group, gap False
Strain tol 4.300%: 24 maps, not a group, gap False
Strain tol 6.000%: 48 maps, group, gap True
Force limit 0.100 eV/A: residual 0.003128 A, bound 0.006128 A
Force limit 0.010 eV/A: residual 0.000290 A, bound 0.000730 A
Force limit 0.001 eV/A: residual 0.000012 A, bound 0.000059 A
Smallest like-atom distance (A): 2.509
Guaranteed-search tolerance (A): 0.2561
W diag (1, 1, 1), intrinsic [0. 0. 0.], r 0.000000 A
W diag (-1, 1, 1), intrinsic [0.  0.  0.5], r 0.000191 A
W diag (-1, -1, 1), intrinsic [0.  0.  0.5], r 0.000247 A
W diag (1, -1, 1), intrinsic [0.5 0.  0. ], r 0.000290 A
Number of polar directions: 1
Atom tol 0.000010 A: 1 operations, group
Atom tol 0.000269 A: 3 operations, not a group
Atom tol 0.030000 A: 4 operations, group
Atom tol 0.100000 A: 4 operations, group
Atom tol 0.200000 A: 4 operations, group
Atom tol 0.600000 A: 4 operations, group
Atom tol 0.750000 A: 24 operations, not a group
Atom tol 1.000000 A: 32 operations, not a group
With 48 maps, tol 0.03 A: 4 operations, group
With 48 maps, tol 0.20 A: 4 operations, group
With 48 maps, tol 0.75 A: 134 operations, not a group
With 48 maps, tol 1.00 A: 192 operations, not a group
With 48 maps, tol 1.30 A: 192 operations, not a group
Polar fraction 0.05: inversion residual 0.03388 A
Polar fraction 0.10: inversion residual 0.06776 A
Polar fraction 0.20: inversion residual 0.13551 A
Polar fraction 0.50: inversion residual 0.33879 A
Polar fraction 1.00: inversion residual 0.65760 A
Full-amplitude formula threshold (A): 0.67757
Formal-charge polarization (uC/cm2): 68.35
Polarization hidden at 0.01 A (uC/cm2): 1.01
Polarization hidden at 0.03 A (uC/cm2): 3.03
Polarization hidden at 0.10 A (uC/cm2): 10.09
Noisy 10% polar cell, operations at 0.03 and 0.10 A: 4 8
RMS motion at 300 K (A): 0.0616
Thermal snapshot: 1 operations at 0.03 A
Its lowest non-identity residual (A): 0.0786
RMS ionic shift at 3 MV/cm along a (A): 0.00307
Operations left by that field: 2
```
